# Largest current through parallel fuses with uniformly distributed failure currents: a numerical check

```python
# Result under test: N equal-resistance parallel fuses, with independent failure
# currents uniform on [0,1], sustain a largest total current I_max with
# I_max/N -> 1/4 as N grows.  Currents are in units of the largest threshold i0
# until the copper-wire example.  "Capacity" means I_max.
import numpy as np
from scipy.constants import sigma as stefan_boltzmann

rng = np.random.default_rng(12345)


def capacity(sorted_thresholds):
    n = sorted_thresholds.shape[-1]
    return np.max(sorted_thresholds * np.arange(n, 0, -1), axis=-1)


def survivors_after_cascade(thresholds, total_current):
    alive = np.array(thresholds)
    while alive.size:
        kept = alive[alive >= total_current / alive.size]
        if kept.size == alive.size:
            break
        alive = kept
    return alive.size


def capacity_by_cascade(thresholds):
    low, high = 0.0, float(len(thresholds))
    for _ in range(50):
        middle = 0.5 * (low + high)
        if survivors_after_cascade(thresholds, middle) > 0:
            low = middle
        else:
            high = middle
    return low


# Ordered-threshold formula against explicit failure cascades
for n in (1, 2, 5, 30, 200):
    for _ in range(5):
        sample = rng.random(n)
        assert abs(capacity(np.sort(sample)) - capacity_by_cascade(sample)) < 1e-9

small = np.array([0.15, 0.35, 0.50, 0.80, 0.90])
print("Five-fuse example (currents in units of i0)")
for k, t in enumerate(small):
    print(f"  threshold {t:.2f}, fuses sharing {5-k}, total {t*(5-k):.2f}")
small_capacity = capacity_by_cascade(small)
print(f"  capacity found by cascade: {small_capacity:.2f} i0")
assert abs(small_capacity - capacity(small)) < 1e-9


def sample_statistics(n, samples):
    capacities, half_loads, fractions = [], [], []
    chunk = max(1, 1000000 // n)
    done = 0
    grid_cells = 20
    while done < samples:
        rows = min(chunk, samples - done)
        t = np.sort(rng.random((rows, n)), axis=1)
        loads = t * np.arange(n, 0, -1)
        best = np.argmax(loads, axis=1)
        cap = loads[np.arange(rows), best]
        half = 0.5 * np.sum(t >= 0.5, axis=1)
        rank = np.arange(1, n + 1) / n
        deviation = np.maximum(np.max(rank - t, axis=1),
                               np.max(t - rank + 1 / n, axis=1))
        assert np.all(np.abs(cap / n - 0.25) <= deviation + 1e-12)
        assert np.all(cap >= half - 1e-12)
        grid_deviation = np.zeros(rows)
        for j in range(1, grid_cells):
            x = j / grid_cells
            error = np.abs(np.mean(t >= x, axis=1) - (1 - x))
            grid_deviation = np.maximum(grid_deviation, error)
        assert np.all(deviation <= grid_deviation + 1 / grid_cells + 1e-12)
        capacities.append(cap)
        half_loads.append(half)
        fractions.append((n - best) / n)
        done += rows
    return tuple(np.concatenate(a) for a in (capacities, half_loads, fractions))


# Grid sum of the variances used in the Chebyshev bound
for m in (2, 7, 20):
    direct = sum((j / m) * (1 - j / m) for j in range(1, m))
    assert abs(direct - (m * m - 1) / (6 * m)) < 1e-12

# Exact finite-size means for one and two fuses
for n, exact_mean in ((1, 1 / 2), (2, 5 / 6)):
    sampled = capacity(np.sort(rng.random((200000, n)), axis=1)).mean()
    assert abs(sampled - exact_mean) < 0.005
    print(f"N={n}: sampled mean capacity {sampled:.3f} i0, exact {exact_mean:.3f} i0")

print("Random samples: mean capacity/N, std/(sqrt(N)/4), excess/N^(1/3), survivors/N")
excess = {}
for n, samples in ((10, 20000), (100, 20000), (1000, 5000), (10000, 2000)):
    cap, half, fraction = sample_statistics(n, samples)
    # half has exact mean N/4, so this difference estimates the excess with low noise
    excess[n] = np.mean(cap - half)
    mean_ratio = 0.25 + excess[n] / n
    spread_ratio = cap.std() / (np.sqrt(n) / 4)
    print(f"  N={n}: {mean_ratio:.4f}, {spread_ratio:.3f}, "
          f"{excess[n]/n**(1/3):.3f}, {fraction.mean():.3f}")
assert abs(mean_ratio - 0.25) < 0.002
assert abs(spread_ratio - 1) < 0.10        # sampling error plus finite-N correction
assert abs(fraction.mean() - 0.5) < 0.02
assert abs(excess[10000] / excess[1000] / 10 ** (1 / 3) - 1) < 0.12

# Copper-wire example: rough typical material data, SI units inside the program
wire_count, i0 = 400, 3.0
diameter, length, thin_length = 1.0e-4, 1.0, 0.02
resistivity, temp_coefficient = 1.7e-8, 0.0039
heat_transfer, conductivity = 300.0, 400.0
density, specific_heat = 8960.0, 385.0
room, melting, warm_room = 293.0, 1358.0, 350.0
emissivity, ramp_rate, half_width = 0.1, 1.0, 0.10
area = np.pi * diameter ** 2 / 4
melt_rise = melting - room
hot_ratio = 1 + temp_coefficient * melt_rise


def fusing_current(surroundings):
    cooling = heat_transfer * np.pi * diameter * (melting - surroundings)
    return np.sqrt(cooling * area / (resistivity * hot_ratio))


balance_current = fusing_current(room)
hot_time = density * specific_heat * diameter / (4 * heat_transfer) * hot_ratio


def heated_rise(current, duration, surroundings, steps=20000):
    temperature, dt = surroundings, duration / steps
    for _ in range(steps):
        rho = resistivity * (1 + temp_coefficient * (temperature - room))
        power = current ** 2 * rho / area
        power -= heat_transfer * np.pi * diameter * (temperature - surroundings)
        temperature += dt * power / (density * specific_heat * area)
    return temperature - surroundings


# Time integration tests the fusing current and the thermal response time
one_time = heated_rise(balance_current, hot_time, room)
assert abs(one_time / (melt_rise * (1 - np.exp(-1))) - 1) < 1e-3
assert abs(heated_rise(balance_current, 15 * hot_time, room) / melt_rise - 1) < 1e-3
warm_final = heated_rise(fusing_current(warm_room), 15 * hot_time, warm_room)
assert abs(warm_final / (melting - warm_room) - 1) < 1e-3

cap, half, fraction = sample_statistics(wire_count, 20000)
leading = wire_count * i0 / 4
mean_excess = np.mean(cap - half) * i0


def peak_with_conductance_spread(threshold_count):
    """Peak current per fuse/i0 of an explicit threshold-conductance population."""
    s_grid = (np.arange(threshold_count) + 0.5) / threshold_count
    g_grid = 1 + half_width * (2 * (np.arange(201) + 0.5) / 201 - 1)
    s_all, g_all = [a.ravel() for a in np.meshgrid(s_grid, g_grid)]
    fail_voltage = s_all / g_all
    order = np.argsort(fail_voltage)
    remaining = np.cumsum(g_all[order][::-1])[::-1]
    return np.max(fail_voltage[order] * remaining) / s_all.size


# A half-cell error in counting survivors shifts the peak by at most about
# 1/threshold_count relative; this sets the tolerance, with a small margin.
spread_formula = 0.25 / (1 + half_width ** 2 / 3)
print("Conductance-spread peak: relative difference from formula")
for threshold_count in (2000, 20000):
    spread_peak = peak_with_conductance_spread(threshold_count)
    difference = spread_peak / spread_formula - 1
    print(f"  {threshold_count} thresholds: {difference:.1e}")
    assert abs(difference) < 1.1 / threshold_count


def peak_with_thin_section(thin_fraction):
    """Peak current per wire/i0, with thinning and self-heating in the sharing."""
    s = (np.arange(4000) + 0.5) / 4000
    heating = 1 - 1 / hot_ratio
    thin_resistance = thin_fraction * s ** (-4 / 3)

    def voltage(c):
        bulk = (1 - thin_fraction) / (1 - heating * c ** 2)
        thin = thin_resistance / (1 - heating * (c / s) ** 2)
        return c * (bulk + thin)

    failure = voltage(s)
    best = 0.0
    for v in np.linspace(0.4, 1.2, 161):
        low, high = np.zeros_like(s), s.copy()
        for _ in range(35):
            middle = 0.5 * (low + high)
            below = voltage(middle) < v
            low = np.where(below, middle, low)
            high = np.where(below, high, middle)
        best = max(best, np.mean(np.where(failure > v, low, 0.0)))
    return best


uniform_peak = peak_with_thin_section(0.0)
assert abs(uniform_peak - 0.25) < 5e-4      # finite threshold and voltage grids
thin_peak = peak_with_thin_section(thin_length / length)

half_heating = (1 - 1 / hot_ratio) / 4
half_rise = half_heating / (1 - half_heating) / temp_coefficient
assert abs(heated_rise(balance_current / 2, 15 * hot_time, room) / half_rise - 1) < 1e-3
radiated = emissivity * stefan_boltzmann * (melting ** 4 - room ** 4)
radiation_factor = np.sqrt(1 + radiated / (heat_transfer * melt_rise))
thermal_length = np.sqrt(conductivity * diameter / (4 * heat_transfer))

print("Copper-wire example: inputs (material data rough)")
print(f"  wires {wire_count}, largest failure current {i0:.1f} A")
print(f"  diameter {diameter*1e3:.2f} mm, length {length*1e3:.0f} mm, "
      f"thinned part {thin_length*1e3:.0f} mm")
print(f"  resistivity at {room:.0f} K {resistivity*1e8:.1f} uohm cm, "
      f"coefficient {temp_coefficient:.4f} 1/K")
print(f"  heat transfer {heat_transfer:.0f} W/(m2 K), melting point {melting:.0f} K")
print(f"  thermal conductivity {conductivity:.0f} W/(m K)")
print(f"  density {density:.0f} kg/m3, specific heat {specific_heat:.0f} J/(kg K)")
print("Copper-wire example: results")
print(f"  fusing current from heat balance: {balance_current:.2f} A")
print(f"  leading capacity N i0/4: {leading:.1f} A")
print(f"  current per surviving wire at the mean peak: {i0/2:.2f} A")
print(f"  mean finite-N excess: {mean_excess:.1f} A")
print(f"  mean capacity: {leading+mean_excess:.1f} A")
print(f"  standard deviation, sampled: {cap.std()*i0:.1f} A")
print(f"  standard deviation, i0 sqrt(N)/4: {i0*np.sqrt(wire_count)/4:.1f} A")
print(f"  5 percent lower point of capacity: {np.quantile(cap,0.05)*i0:.1f} A")
print(f"  temperature rise of full-width wire at half fusing current: {half_rise:.0f} K")
print("Neglected effects: change of the leading capacity")
print(f"  thinned hot section in sharing: {100*(thin_peak/uniform_peak-1):+.1f} %")
print(f"  conductance tolerance +/-{100*half_width:.0f} %: "
      f"{100*(spread_peak/0.25-1):+.2f} %")
print(f"  surroundings at {warm_room:.0f} K: "
      f"{100*(fusing_current(warm_room)/balance_current-1):+.1f} %")
print(f"  radiation, emissivity {emissivity:.1f}: {100*(radiation_factor-1):+.1f} %")
print(f"  thermal response time near melting: {hot_time:.2f} s")
print(f"  total-current rise in that time at {ramp_rate:.0f} A/s: "
      f"{100*ramp_rate*hot_time/leading:.2f} % of capacity")
print(f"  cold thermal length along wire: {thermal_length*1e3:.1f} mm")
print("checks complete")
```

It prints:

```
Five-fuse example (currents in units of i0)
  threshold 0.15, fuses sharing 5, total 0.75
  threshold 0.35, fuses sharing 4, total 1.40
  threshold 0.50, fuses sharing 3, total 1.50
  threshold 0.80, fuses sharing 2, total 1.60
  threshold 0.90, fuses sharing 1, total 0.90
  capacity found by cascade: 1.60 i0
N=1: sampled mean capacity 0.500 i0, exact 0.500 i0
N=2: sampled mean capacity 0.832 i0, exact 0.833 i0
Random samples: mean capacity/N, std/(sqrt(N)/4), excess/N^(1/3), survivors/N
  N=10: 0.3110, 0.998, 0.283, 0.586
  N=100: 0.2639, 0.978, 0.299, 0.518
  N=1000: 0.2531, 0.972, 0.307, 0.503
  N=10000: 0.2507, 0.972, 0.310, 0.501
Conductance-spread peak: relative difference from formula
  2000 thresholds: 3.9e-04
  20000 thresholds: 4.7e-06
Copper-wire example: inputs (material data rough)
  wires 400, largest failure current 3.0 A
  diameter 0.10 mm, length 1000 mm, thinned part 20 mm
  resistivity at 293 K 1.7 uohm cm, coefficient 0.0039 1/K
  heat transfer 300 W/(m2 K), melting point 1358 K
  thermal conductivity 400 W/(m K)
  density 8960 kg/m3, specific heat 385 J/(kg K)
Copper-wire example: results
  fusing current from heat balance: 3.00 A
  leading capacity N i0/4: 300.0 A
  current per surviving wire at the mean peak: 1.50 A
  mean finite-N excess: 6.7 A
  mean capacity: 306.7 A
  standard deviation, sampled: 14.6 A
  standard deviation, i0 sqrt(N)/4: 15.0 A
  5 percent lower point of capacity: 283.0 A
  temperature rise of full-width wire at half fusing current: 65 K
Neglected effects: change of the leading capacity
  thinned hot section in sharing: +11.6 %
  conductance tolerance +/-10 %: -0.33 %
  surroundings at 350 K: -2.7 %
  radiation, emissivity 0.1: +3.0 %
  thermal response time near melting: 1.48 s
  total-current rise in that time at 1 A/s: 0.49 % of capacity
  cold thermal length along wire: 5.8 mm
checks complete
```
